How vacuum tunnelling damps surface corrugation and limits lateral resolution in STM

A scanning tunnelling microscope that draws a nearly flat line across a crystal surface may be passing over smooth electron density, or over strongly modulated density whose modulation has died out before reaching the tip. The line alone does not tell these two cases apart. A law for the decay of lateral detail helps to interpret such a line, the height of a measured corrugation and the spacing at which two atoms merge. The vacuum supplies such a law, but it limits the absolute size of each Fourier component. A law for the relative corrugation needs further conditions on the electronic states.

Let z be the distance from the surface into the vacuum and u the lateral position vector. Take the potential for z > 0 to be flat, and measure energies from it. A state at the Fermi level then has energy −φ, where φ is the work function, and obeys

∇²ψ = κ²ψ,  κ = √(2mφ)/ħ.

Expand ψ in lateral plane waves exp(iq·u). Each coefficient obeys c″(z) = (κ² + q²)c(z), and the growing solution is excluded because the state belongs to the sample. Hence

ψ(u,z) = Σ_q a_q exp(iq·u − Q_q z),  Q_q = √(κ² + q²).

Lateral motion uses up kinetic energy, so the motion along z lies deeper under the barrier and decays faster. For a surface periodic in two dimensions, a Bloch state of wave vector k contains the values q = k + g, with g a surface reciprocal vector.

The local density of states is ρ = Σ_ν w_ν|ψ_ν|², with non-negative weights w_ν selecting states ν near the Fermi level. Write it as ρ(u,z) = Σ_G ρ_G(z) exp(iG·u). In |ψ_ν|², the factor exp(iG·u) arises when the conjugate of component q meets component q + G, so

ρ_G(z) = Σ_ν w_ν Σ_q a*_{ν,q} a_{ν,q+G} exp[−(Q_q + Q_{q+G})z].

The slowest possible term follows from the triangle inequality. Consider the three-component vectors A = (κ, −q) and B = (κ, q + G), whose lengths are Q_q and Q_{q+G}. Their sum is (2κ, G), and therefore

Q_q + Q_{q+G} ≥ √(4κ² + G²) = 2K,  K = √(κ² + G²/4).

Equality requires A and B to be parallel. Since their first components are equal, the others must be equal too: −q = q + G, or q = −G/2. The slowest pair is thus −G/2 and +G/2, which shares the lateral wave vector evenly. A state below the Fermi level has a larger κ and decays faster still.

The amplitudes are controlled by the Cauchy–Schwarz inequality,

Σ_q |a_{ν,q}||a_{ν,q+G}| ≤ Σ_q |a_{ν,q}|².

Multiplied by w_ν and summed over ν, the right side is the laterally averaged density at z = 0, namely ρ_0(0). Taking out the slowest exponential gives

|ρ_G(z)| ≤ ρ_0(0) exp(−2Kz).

This is the precise sense of "at best": no mixture of states at or below the Fermi level makes the component decay more slowly, and the rate 2K is reached if states containing both ±G/2 contribute and their contributions do not cancel.

The bound says nothing yet about ρ_G/ρ_0, as two Bloch states show. Let G be a shortest reciprocal vector. At the zone centre, k = 0, take a state whose q = 0 component is not zero. The slowest contribution to ρ_G pairs this component with one of length G. Its rate is κ + √(κ² + G²), which exceeds 2K, while ρ_0 decays as exp(−2κz). The relative corrugation of such a state vanishes with height. If symmetry forbids the q = 0 component, it need not vanish. At the zone edge, k = G/2, take a state whose components at ±G/2 are not zero. These two then lead at large height, where both ρ_G and ρ_0 decay at the rate 2K and their ratio tends to a constant other than zero. If reflection symmetry makes the two amplitudes equal in size, the ratio tends in magnitude to |a|²/(2|a|²) = 1/2.

These rates were tested on Bloch states found by diagonalization. The potential was −10[1 + 0.3 cos(Gx)] eV inside a slab 0.4 nm thick and zero outside, with period 0.4 nm along x. On a grid of step 0.005 nm in z the decay rates of ρ_G agreed with the formula to better than 0.1 %, but the grid shifts the rates by up to 0.04 nm⁻¹ and the ratios by up to 2 %. The values that follow are therefore those obtained by matching the states exactly at the slab face. The lowest zone-centre state has a rate of 37.46 nm⁻¹ for ρ_G, equal to these digits to the formula with κ taken from its energy. Between 0.5 and 0.8 nm from the slab its ratio ρ_G/ρ_0 falls from 0.00935 to 0.00130. The lowest zone-edge state has 32.73 nm⁻¹, again equal to the formula, and its ratio stays at 0.500. A surface whose Fermi-level states were all of this zone-edge kind, with the same symmetry, would therefore show a relative corrugation that does not vanish with height.

The familiar damping law needs zone-centre states to supply ρ_0 and states at ±G/2 to supply ρ_G. Comparing the two slowest exponentials then gives

ρ_G/ρ_0 ~ exp[−2(K − κ)z],

up to a prefactor set by the amplitudes and by the distribution of states around these points. For a surface made of s-wave atoms the prefactor can be found.

First, the density must be linked to the current. Start from Bardeen's matrix element, which treats tunnelling to first order,

M = −(ħ²/2m) ∫ dS (χ* ∂ψ/∂z − ψ ∂χ*/∂z),

taken over a plane between sample and tip. Let the tip state be an s wave, χ = C exp(−κs)/s, with C real and s the distance from the tip's centre of curvature r₀. Only its values in the vacuum matter, so this form may be continued to r₀, where it obeys

(∇² − κ²)χ = −4πC δ(r − r₀).

The sample state is likewise continued in its vacuum form. Apply Green's theorem to the half-space above the plane:

∫ dV (χ∇²ψ − ψ∇²χ) = ∫ dV [κ²χψ − κ²ψχ + 4πCψ δ(r − r₀)] = 4πCψ(r₀).

The outward normal on the plane points towards −z and the distant surfaces contribute nothing, so the surface integral in M equals −4πCψ(r₀). Hence

M = (2πħ²C/m) ψ(r₀).

At small bias and low temperature the current is proportional to the sum of |M|² over Fermi-level states, that is, to ρ(r₀). The height that enters the damping is thus that of the centre of curvature, the tip radius plus the gap, and not the gap alone.

Now place one s-wave orbital Y(s) = exp(−κs)/s on each of N atoms at positions R_j in the plane z = 0, and form the Bloch sums

ψ_k = N^(−1/2) Σ_j exp(ik·R_j) Y(|r − R_j|).

Suppose all k in the zone contribute at the same κ, and give these sums equal weight without normalizing them. Normalization would bring in the overlap of neighbouring orbitals, which is neglected here; for the closest rows treated below it would change ρ_G/ρ_0 by a few per cent. Since (1/N)Σ_k exp[ik·(R_j − R_l)] = δ_jl, the cross terms cancel and

ρ(r) = Σ_j exp(−2κs_j)/s_j²,

where s_j is the distance from atom j. For one atom per cell, ρ_G is the lateral Fourier transform F(G) of one atomic term divided by the cell area. To find F, write

exp(−2κs)/s² = ∫ from 2κ to ∞ dμ exp(−μs)/s.

The function exp(−μs)/s satisfies (∇² − μ²)f = −4πδ(r). Its lateral transform f_G(z) therefore obeys f_G″ − t²f_G = −4πδ(z), with t = √(μ² + G²). The decaying solution is D exp(−t|z|). Its slope jumps by −2tD at z = 0, and this must equal −4π, so D = 2π/t. Above the plane,

F(G) = 2π ∫ from 2κ to ∞ dμ exp(−tz)/t.

From t² = μ² + G² follows dμ = t dt/√(t² − G²), and the lower limit μ = 2κ becomes t = √(4κ² + G²) = 2K. Thus

F(G) = 2π ∫ from 2K to ∞ dt exp(−tz)/√(t² − G²).

The rate 2K reappears as the lower limit of a continuous set of rates. At large z the integral is dominated by this limit. With b(t) = (t² − G²)^(−1/2), repeated integration by parts gives

F(G) = 2π exp(−2Kz)[b(2K)/z + b′(2K)/z² + …].

Because 4K² − G² = 4κ², we have b(2K) = 1/(2κ) and b′(2K) = −2K/(2κ)³ = −K/(4κ³). Therefore

F(G) = [π/(κz)] exp(−2Kz)[1 − K/(2κ²z) + …].

The leading prefactor does not depend on G. Dividing by the same expression at G = 0, where K = κ, leaves

ρ_G/ρ_0 = exp[−2(K − κ)z][1 − (K − κ)/(2κ²z) + …].

For these s-wave sources the damping law thus holds with prefactor one at large height.

For G ≪ 2κ, expand the square root:

K = κ√(1 + G²/(4κ²)) = κ + G²/(8κ) − G⁴/(128κ³) + …

2(K − κ)z = G²z/(4κ) − G⁴z/(64κ³) + …

The first term gives the Gaussian law

ρ_G/ρ_0 ≈ exp[−G²z/(4κ)].

A small G/(2κ) does not by itself make this factor accurate, since the neglected terms stand in an exponent: G⁴z/(64κ³) must also be small against one. Because √(1 + ε) ≤ 1 + ε/2, the Gaussian always lies below exp[−2(K − κ)z]. In the opposite limit, G ≫ 2κ, the rate is 2K ≈ G + 2κ²/G. Once 2κ²z/G is also small against one, the damping factor approaches exp[−(G − 2κ)z], an ordinary exponential in G.

In constant-current operation the tip follows a contour of constant ρ. Keep one pair ±G, with ρ_G real and positive:

ρ(x,z) = ρ_0(z) + 2ρ_G(z) cos Gx.

Let the contour be displaced by δ(x) from the mean height, and set p = ρ_G/ρ_0. To first order ρ_0′δ + 2ρ_G cos Gx = 0. With ρ_0′ ≈ −2κρ_0 this gives δ = (p/κ) cos Gx and a peak-to-trough corrugation

Δ ≈ 2p/κ.

If p is not small but varies little along the contour, the condition exp(−2κδ)(1 + 2p cos Gx) = constant gives

Δ ≈ (1/2κ) ln[(1 + 2p)/(1 − 2p)],  p < 1/2,

which returns to 2p/κ for small p. Both forms ignore the 1/z in the prefactor of ρ_0, which raises its logarithmic decay rate to about 2κ + 1/z and lowers Δ accordingly.

The Gaussian law translates directly into a spot size. Its inverse Fourier transform in two dimensions is

∫ d²G/(2π)² exp(iG·u) exp[−G²z/(4κ)] = [κ/(πz)] exp(−κr²/z),  r = |u|.

Comparison with exp[−r²/(2σ²)] gives

σ² = z/(2κ).

The same result follows from geometry. An atom displaced sideways by r lies at distance s ≈ z + r²/(2z), and the extra path r²/(2z) costs a factor exp(−κr²/z) in density. Resolution worsens only as √z because a small sideways step lengthens the path to second order.

The full filter exp(−2Kz) can also be transformed. With μ = 2κ, the transform found above says that exp(−2κs)/s corresponds to 2π exp(−2Kz)/(2K). Applying −(1/2π)∂/∂z removes the denominator and gives the kernel

P(r,z) = z(1 + 2κs) exp(−2κs)/(2πs³),  s = √(r² + z²).

Its variance along one axis is read from the coefficient of −G²/2 in the normalized transform exp[−2(K − κ)z] = 1 − G²z/(4κ) + …, and is again z/(2κ), with no correction. The shape does differ: once r is large against z, κz² and 1/κ, the kernel falls as exp(−2κr)/r², more slowly than a Gaussian. The kernel describes the limiting filter. It does not turn an arbitrary surface density into the density at height z, because the decay of ρ_G depends on which pairs q, q + G the states contain. For independent s-wave atoms the spot is exp(−2κs)/s², which near its centre approaches the same Gaussian when κz is large.

Two equal Gaussian spots at ±D/2 show separate maxima if their sum has a minimum midway. The second derivative of one spot is (x²/σ⁴ − 1/σ²) times the spot, so at x = D/2 it is positive when

D > 2σ = √(2z/κ).

This criterion concerns two isolated atoms whose densities add. If a single bonding state of the pair carries the current, the amplitudes exp[−κr²/(2z)] add instead, and in the same Gaussian estimate the maxima separate when D > 2√(z/κ). With s-wave amplitudes at finite height the threshold is somewhat lower, 0.56 nm against 0.59 nm for the numbers used below. A periodic row closer than 2σ keeps a modulation, though a weak one.

For numbers, take φ = 5 eV, a tip radius of 0.4 nm and a gap of 0.6 nm, so that κ = 11.456 nm⁻¹ and z = 1.0 nm. Atoms stand 0.3 nm apart along rows, and the rows are a = 0.8 nm or 0.4 nm apart.

For a = 0.8 nm, G = 2π/a = 7.854 nm⁻¹ and K = 12.110 nm⁻¹. The exponent is 2 × (12.110 − 11.456) × 1.0 = 1.31, and the damping factor is 0.270. The Gaussian law gives 0.260, and direct summation of the atomic densities gives 0.2696. The linear corrugation is 2 × 0.270/11.456 = 0.047 nm, or 47 pm. Here 2p = 0.54 is not small, and the logarithmic form gives 52.8 pm. Multiplying by 2κ/(2κ + 1/z) = 22.91/23.91 brings this to 50.6 pm, close to the 51.1 pm found by tracing the contour of the summed density. The closeness is partly a cancellation. Keeping the one pair ±G but letting ρ_G and ρ_0 vary with height along the contour gives 52.5 pm, and the higher Fourier components lower this to 51.1 pm.

For a = 0.4 nm, G doubles to 15.708 nm⁻¹ and K = 13.890 nm⁻¹. The exponent becomes 4.87 and the damping factor 0.0077, in agreement with the summed 0.0076. The Gaussian law gives 0.0046, about 40 % too low, because the neglected terms in the exponent are no longer small against one: the quartic term G⁴z/(64κ³) is now 0.63, and the higher terms reduce the total to 0.52. The traced corrugation is 1.28 pm. At the same tip height, halving the row spacing has reduced the corrugation by a factor of 40. Lowering the tip by 0.1 nm would multiply the damping factor by exp(2 × 2.434 × 0.1) = 1.6.

The resolution length is σ = √[1.0/(2 × 11.456)] = 0.209 nm. The Gaussian spot has a full width at half maximum of 2√(z ln 2/κ) = 0.49 nm, against 0.475 nm for the s-wave atom. Two isolated atoms whose densities add separate beyond 2σ = 0.42 nm in the Gaussian estimate and beyond 0.40 nm with the atomic spots. Lateral detail of a few tenths of a nanometre is thus available to a tip whose radius is itself 0.4 nm.

The calculation represents each row by s-wave sources with all k weighted equally; the bands of a real surface need not fill the zone evenly at the Fermi level. Real tips also need not be s waves. A p_z tip state is the z derivative of an s wave, and the Green's-theorem argument then yields ∂ψ/∂z, a factor Q in amplitude. A d_z² state comes from ∂²/∂z² − κ²/3 and yields Q² − κ²/3. Comparing the pair ±G/2, for which Q = K, with the zone centre, where Q = κ, multiplies ρ_G/ρ_0 in the current by

(K/κ)² for p_z,  [(3K² − κ²)/(2κ²)]² for d_z².

At a = 0.4 nm these factors are 1.47 and 2.91, and at a = 0.8 nm they are 1.12 and 1.38. They are limits for large height. At z = 1.0 nm a d_z² tip raises the small corrugation about two and a half times, from 1.28 to 3.2 pm.

The flat barrier is the other weak assumption. Image charges in two plane electrodes a distance d apart lower the energy of an electron midway by e² ln 2/(4πε₀d), which is 1.66 eV for d = 0.6 nm. Using the lowered barrier over the whole height, as an estimate of scale, reduces κ to 9.36 nm⁻¹ and multiplies the damping factor by 0.76 for the wide rows and 0.43 for the narrow ones. The lowering is smallest midway and grows towards both electrodes, which also changes how the states match at the surfaces, so these factors set no bound on the effect of the real barrier. Lowering the barrier uniformly by 0.1 eV, a rough stand-in for the tilt caused by a bias of 0.1 V, changes the factor by 1 % and 4 %; thermal averaging at 300 K changes it by about 0.2 % or less. For closely spaced rows, the tip orbital and a uniform lowering of the barrier by 1.66 eV thus change the damping factor far more than this bias or temperature does, and they act in opposite directions. The net effect of a real image barrier has to be found by solving for the states in that barrier.

Values computed for the example and the checks

```
work function = 5.0 eV, kappa = 11.456 1/nm
tip radius = 0.4 nm, gap = 0.6 nm, z = 1.0 nm
spacing along rows = 0.3 nm
a = 0.8 nm: G = 7.854, K = 12.110 1/nm
  slowest rate found = 24.220 1/nm at q/G = -0.500
a = 0.4 nm: G = 15.708, K = 13.890 1/nm
  slowest rate found = 27.779 1/nm at q/G = -0.500
random states: largest |rho_G|/bound = 0.155
slab (a = 0.4 nm), zone centre: E = -9.104 eV
  rho_G rate = 37.482, formula = 37.497 1/nm
  rho_G/rho_0 at 0.5, 0.8 nm = 9.573e-03, 1.333e-03
slab (a = 0.4 nm), zone edge: E = -7.879 eV
  rho_G rate = 32.763, formula = 32.771 1/nm
  rho_G/rho_0 at 0.5, 0.8 nm = 5.002e-01, 5.000e-01
a = 0.8 nm: rho_G/rho_0 summed = 0.26960
  exp(-2(K-kappa)z) = 0.27015, Gaussian law = 0.26024
  corrugation: linear 47.164, log 52.775 pm
  contour 51.092 pm, reach shift 0.0e+00 pm
a = 0.4 nm: rho_G/rho_0 summed = 0.00763
  exp(-2(K-kappa)z) = 0.00769, Gaussian law = 0.00459
  corrugation: linear 1.343, log 1.343 pm
  contour 1.281 pm, reach shift 0.0e+00 pm
a = 0.8 nm: exponent excess = 0.0374, quartic term = 0.0395
sigma: formula = 0.2089 nm, kernel = 0.2089 nm
spot FWHM: Gaussian = 0.492 nm, s-wave atom = 0.475 nm
two atoms split at: 2 sigma = 0.418 nm, true spots = 0.397 nm
image energy at mid-gap = -1.664 eV, kappa -> 9.358 1/nm
bias = 0.1 V, T = 300 K, kT = 0.0259 eV
a = 0.8 nm, factors on rho_G/rho_0:
  p_z tip 1.118, d_z2 tip 1.384
  image 0.762, bias 0.9875, temperature 0.99935
a = 0.4 nm, factors on rho_G/rho_0:
  p_z tip 1.470, d_z2 tip 2.907
  image 0.427, bias 0.9602, temperature 0.99804
```
